# Double counting from raw potential alignment in charged supercells: test program

```python
"""
Result under test: for a compact spherical defect charge q in a cubic cell of
side L and a uniform dielectric eps, the correction to the periodic energy is
    E_iso - E_per = alpha q^2/(2 eps L) - q [phi(far) - phi_point(far)].
Using the raw phi(far) instead leaves the error -q phi_point(far), of order 1/L.
phi: zero-average periodic potential of the actual charge (positive test charge)
phi_point = q psi/(eps L): the same for a point charge; psi: Ewald function
alpha = -psi at the charge with its own 1/r removed
Q: integral of density times r^2; Hartree atomic units throughout.
A density is a list of (charge, width) pairs of normalized Gaussians.
"""
import numpy as np
from scipy.special import erf, erfc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def integer_grid(n):
    axis = np.arange(-n, n + 1)
    return np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T


def ewald(point, eta=2.0):
    """Zero-average potential of a unit point-charge lattice, side 1.
    At the origin the potential of the charge itself is removed."""
    point = np.asarray(point, dtype=float)
    distance = np.linalg.norm(point - integer_grid(4), axis=1)
    at_charge = distance < 1e-12
    d = distance[~at_charge]
    value = np.sum(erfc(eta * d) / d)
    if at_charge.any():
        value -= 2 * eta / np.sqrt(np.pi)
    n = integer_grid(8)
    n = n[np.any(n != 0, axis=1)]
    g = 2 * np.pi * n
    g2 = np.sum(g * g, axis=1)
    value += np.sum(4 * np.pi * np.exp(-g2 / (4 * eta**2)) / g2 * np.cos(g @ point))
    return value - np.pi / eta**2


def density_k(k2, parts):
    return sum(c * np.exp(-k2 * s**2 / 2) for c, s in parts)


def periodic_cell(side, parts, inverse_eps, site):
    """Energy and potential at a fractional site, by explicit reciprocal sums."""
    kmax = 9.0 / min(s for _, s in parts)
    n = integer_grid(int(kmax * side / (2 * np.pi)) + 1)
    n = n[np.any(n != 0, axis=1)]
    k2 = (2 * np.pi / side)**2 * np.sum(n * n, axis=1)
    rho = density_k(k2, parts)
    kernel = 4 * np.pi * inverse_eps(k2) / k2 / side**3
    energy = 0.5 * np.sum(kernel * rho**2)
    phase = np.cos(2 * np.pi * (n @ np.asarray(site)))
    return energy, np.sum(kernel * rho * phase)


def isolated_energy(parts, eps):
    """Half the radial integral of density times open-boundary potential."""
    def integrand(r):
        rho = sum(c * np.exp(-r**2 / (2 * s**2)) / (2 * np.pi * s**2)**1.5
                  for c, s in parts)
        r_times_phi = sum(c * erf(r / (np.sqrt(2) * s)) for c, s in parts) / eps
        return 2 * np.pi * r * rho * r_times_phi
    upper = 12 * max(s for _, s in parts)
    return quad(integrand, 0, upper, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


def second_moment(parts):
    """Radial quadrature of density times r^2."""
    def integrand(r):
        return 4 * np.pi * r**4 * sum(
            c * np.exp(-r**2 / (2 * s**2)) / (2 * np.pi * s**2)**1.5
            for c, s in parts)
    upper = 12 * max(s for _, s in parts)
    return quad(integrand, 0, upper, epsabs=1e-11, epsrel=1e-12, limit=200)[0]


# --- Point-charge lattice potential -----------------------------------------
corner, edge, face = (0.5, 0.5, 0.5), (0.5, 0.5, 0.0), (0.5, 0.0, 0.0)
psi_self = ewald((0, 0, 0))
psi_corner, psi_edge, psi_face = ewald(corner), ewald(edge), ewald(face)
alpha = -psi_self

for place, value in (((0, 0, 0), psi_self), (corner, psi_corner)):
    assert abs(ewald(place, eta=2.5) - value) < 1e-10

# Direct alternating-charge sum over a cube, with fractional boundary charges.
half_width = 40
ions = integer_grid(half_width)
ions = ions[np.any(ions != 0, axis=1)]
weights = np.prod(np.where(np.abs(ions) == half_width, 0.5, 1.0), axis=1)
signs = 1 - 2 * (np.sum(ions, axis=1) % 2)
rocksalt_direct = 2 * np.sum(signs * weights / np.linalg.norm(ions, axis=1))
rocksalt_ewald = psi_self + 3 * psi_edge - 3 * psi_face - psi_corner
assert abs(rocksalt_direct - rocksalt_ewald) < 1e-5

# Equal charges on all half-lattice points form a lattice of half the side.
half_lattice = psi_self + 3 * psi_edge + 3 * psi_face + psi_corner
assert abs(half_lattice - 2 * psi_self) < 1e-10

# Spherical average of the image and background potential near the charge.
radius = 0.3
nodes, node_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(24) / 24
average = 0.0
for z, w in zip(nodes, node_weights):
    s = np.sqrt(1 - z * z)
    for a in angles:
        average += w / 48 * ewald(radius * np.array([s*np.cos(a), s*np.sin(a), z]))
curvature_measured = (average - 1 / radius + alpha) / radius**2
assert abs(curvature_measured - 2 * np.pi / 3) < 1e-8

zero_t = brentq(lambda t: ewald((t, t, t)), 0.1, 0.5, xtol=1e-12)

# --- Worked example and energy identity -------------------------------------
q, width, eps, side = 2.0, 1.5, 12.0, 20.0
gaussian = [(q, width)]


def uniform(k2):
    return 1 / eps


def recipes(parts, length, site, psi_site):
    """Errors of five corrected energies relative to the isolated energy."""
    charge = sum(c for c, _ in parts)
    e_per, phi = periodic_cell(length, parts, uniform, site)
    e_iso = isolated_energy(parts, eps)
    point = alpha * charge**2 / (2 * eps * length)
    residual = phi - charge * psi_site / (eps * length)
    errors = {
        "none": e_per - e_iso,
        "point": e_per + point - e_iso,
        "raw only": e_per - charge * phi - e_iso,
        "point+raw": e_per + point - charge * phi - e_iso,
        "point+residual": e_per + point - charge * residual - e_iso,
    }
    return e_per, e_iso, phi, point, residual, errors


# The second density has a negative second moment.
mixed = [(3.0, 1.0), (-1.0, 2.0)]
for parts in (gaussian, mixed):
    moment = second_moment(parts)
    for site, psi_site in ((corner, psi_corner), (edge, psi_edge)):
        e_per, e_iso, phi, point, residual, err = recipes(parts, side, site, psi_site)
        assert abs(residual - 2*np.pi*moment / (3*eps*side**3)) < 1e-9
        assert abs(err["point+residual"]) < 1e-9
        assert abs(err["point"] - 2*np.pi*q*moment / (3*eps*side**3)) < 1e-9
        assert abs(err["point+raw"] + q**2 * psi_site / (eps*side)) < 1e-9
assert second_moment(mixed) < 0

scan = {}
for length in (20.0, 30.0, 40.0):
    scan[length] = recipes(gaussian, length, corner, psi_corner)
    assert abs(scan[length][5]["point+residual"]) < 1e-9
scaled = [length * scan[length][5]["point+raw"] for length in scan]
assert max(scaled) - min(scaled) < 1e-7

# At the zero crossing raw alignment does no harm.
crossing = (zero_t, zero_t, zero_t)
crossing_error = recipes(gaussian, side, crossing, ewald(crossing))[5]["point+raw"]
assert abs(crossing_error) < 1e-7

# --- Wave-vector-dependent screening ----------------------------------------
kappa = 1.0
slope = (1 - 1 / eps) / kappa**2


def dispersive(k2):
    return 1 / eps + (1 - 1 / eps) * k2 / (k2 + kappa**2)


iso_disp = quad(lambda k: density_k(k*k, gaussian)**2 * dispersive(k*k) / np.pi,
                0, 9 / width, epsabs=1e-13, epsrel=1e-12)[0]
disp_residual_error, disp_raw_error = {}, {}
for length in (20.0, 40.0):
    per_disp, phi_disp = periodic_cell(length, gaussian, dispersive, corner)
    point_disp = alpha * q**2 / (2 * eps * length)
    phi_point = q * psi_corner / (eps * length)
    disp_residual_error[length] = (per_disp + point_disp
                                   - q * (phi_disp - phi_point) - iso_disp)
    disp_raw_error[length] = per_disp + point_disp - q * phi_disp - iso_disp
    # Exponentially small screened image tails limit this comparison.
    predicted = 2 * np.pi * q**2 * slope / length**3
    assert abs(disp_residual_error[length] - predicted) < 2e-6
    assert abs(disp_raw_error[length] - predicted + q * phi_point) < 2e-6

# --- Output -----------------------------------------------------------------
e_per, e_iso, phi, point, residual, err = scan[side]
raw_term = -q * phi
print(f"alpha (dimensionless): {alpha:.6f}")
print(f"psi at corner, edge centre, face centre (dimensionless): "
      f"{psi_corner:.6f}, {psi_edge:.6f}, {psi_face:.6f}")
own_tail = 1 / np.linalg.norm(corner)
print(f"corner psi split, own tail and images+background: "
      f"{own_tail:.6f}, {psi_corner - own_tail:.6f}")
print(f"rock-salt combination, direct and Ewald: "
      f"{rocksalt_direct:.6f}, {rocksalt_ewald:.6f}")
print(f"near-charge r^2 coefficient, measured: {curvature_measured:.6f}")
print(f"zero crossing on body diagonal, distance/L: {np.sqrt(3)*zero_t:.5f}")
print(f"zero crossing distance for L = 20: {np.sqrt(3)*zero_t*side:.3f} bohr")
print(f"inputs: q = {q:.0f} e, width = {width} bohr, eps = {eps:.0f}, "
      f"L = {side:.0f} bohr")
print(f"second moment Q: {second_moment(gaussian):.4f} e bohr^2")
print(f"isolated energy: {e_iso:.7f} hartree")
print(f"periodic energy: {e_per:.7f} hartree")
print(f"required correction: {e_iso-e_per:.7f} hartree "
      f"= {(e_iso-e_per)*HARTREE_EV:.4f} eV")
print(f"point correction: {point:.7f} hartree = {point*HARTREE_EV:.4f} eV")
print(f"corner potential, actual charge: {phi:.7f} hartree/e")
print(f"corner potential, point charge: {q*psi_corner/(eps*side):.7f} hartree/e")
print(f"residual potential C: {residual:.7f} hartree/e")
print(f"raw alignment term: {raw_term:.7f} hartree")
print(f"residual alignment term: {-q*residual:.7f} hartree")
print(f"double-counting error: {err['point+raw']:.7f} hartree "
      f"= {err['point+raw']*HARTREE_EV:.4f} eV")
print(f"double-counting error / point correction: {err['point+raw']/point:.4f}")
for length, row in scan.items():
    print(f"errors at L = {length:.0f} bohr, in millihartree:")
    for name in ("none", "point", "raw only", "point+raw"):
        print(f"  {name}: {1000*row[5][name]:.4f}")
    print(f"  point+residual, magnitude below 1e-6: "
          f"{abs(1000*row[5]['point+residual']) < 1e-6}")
for name, value in (("corner", psi_corner), ("edge centre", psi_edge),
                    ("face centre", psi_face)):
    print(f"double-counting error at {name}, L = 20 bohr: "
          f"{-1000*q**2*value/(eps*side):.4f} millihartree")
print(f"dispersive case: kappa = {kappa:.1f} 1/bohr, b = {slope:.5f} bohr^2")
for length in disp_residual_error:
    print(f"dispersive errors at L = {length:.0f} bohr, residual and raw: "
          f"{1000*disp_residual_error[length]:.3f}, "
          f"{1000*disp_raw_error[length]:.3f} millihartree")
print("finished without a failed check")
```

It prints:

```
alpha (dimensionless): 2.837297
psi at corner, edge centre, face centre (dimensionless): -0.801936, -0.582522, -0.095932
corner psi split, own tail and images+background: 1.154701, -1.956637
rock-salt combination, direct and Ewald: -3.495129, -3.495129
near-charge r^2 coefficient, measured: 2.094395
zero crossing on body diagonal, distance/L: 0.39026
zero crossing distance for L = 20: 7.805 bohr
inputs: q = 2 e, width = 1.5 bohr, eps = 12, L = 20 bohr
second moment Q: 13.5000 e bohr^2
isolated energy: 0.0626877 hartree
periodic energy: 0.0396326 hartree
required correction: 0.0230551 hartree = 0.6274 eV
point correction: 0.0236441 hartree = 0.6434 eV
corner potential, actual charge: -0.0063883 hartree/e
corner potential, point charge: -0.0066828 hartree/e
residual potential C: 0.0002945 hartree/e
raw alignment term: 0.0127766 hartree
residual alignment term: -0.0005890 hartree
double-counting error: 0.0133656 hartree = 0.3637 eV
double-counting error / point correction: 0.5653
errors at L = 20 bohr, in millihartree:
  none: -23.0551
  point: 0.5890
  raw only: -10.2785
  point+raw: 13.3656
  point+residual, magnitude below 1e-6: True
errors at L = 30 bohr, in millihartree:
  none: -15.5882
  point: 0.1745
  raw only: -6.8524
  point+raw: 8.9104
  point+residual, magnitude below 1e-6: True
errors at L = 40 bohr, in millihartree:
  none: -11.7484
  point: 0.0736
  raw only: -5.1393
  point+raw: 6.6828
  point+residual, magnitude below 1e-6: True
double-counting error at corner, L = 20 bohr: 13.3656 millihartree
double-counting error at edge centre, L = 20 bohr: 9.7087 millihartree
double-counting error at face centre, L = 20 bohr: 1.5989 millihartree
dispersive case: kappa = 1.0 1/bohr, b = 0.91667 bohr^2
dispersive errors at L = 20 bohr, residual and raw: 2.880, 16.245 millihartree
dispersive errors at L = 40 bohr, residual and raw: 0.360, 7.043 millihartree
finished without a failed check
```
